# Why Raman Spin Flips Weaken with Detuning, and What Scattering Costs

**Question.** Two laser beams can flip the spin of an alkali-like atom through its excited P level. To avoid spontaneous emission one tunes the beams away from the D1 and D2 lines. A second-order process through a distant level should fall as one over the detuning $\Delta$, yet the spin flip falls as $1/\Delta^2$, with the fine-structure splitting in the numerator. Why is a power lost, and how much spontaneous scattering must then be accepted for each flip?

**Answer.**

## The mechanism: light moves the orbit, not the spin

The ground level has $L=0$, $S=1/2$. The excited level has $L=1$, $S=1/2$ and is split by spin-orbit coupling into $J=1/2$ (D1, frequency $\omega_1$) and $J=3/2$ (D2, frequency $\omega_2$). All frequencies are angular unless divided by $2\pi$. Define

$$\omega_{FS}=\omega_2-\omega_1>0,\qquad \Delta_J=\omega-\omega_J,\qquad \Delta_2=\Delta_1-\omega_{FS},$$

where the label $J$ stands for line 1 or 2, and negative $\Delta_J$ means red detuning.

The electric dipole operator contains the electron's position and no spin operator. It takes the s orbital to a p orbital and leaves the spin as it was:

$$d_j|s\rangle|\chi\rangle=D\,|j\rangle|\chi\rangle,\qquad D=\langle p_z|d_z|s\rangle,$$

with $|j\rangle$ the p orbital along $j=x,y,z$. A flip therefore has to happen between absorption and emission, through the spin-orbit coupling of the excited level.

Let $\Delta$ be the detuning from the line centroid $(\omega_1+2\omega_2)/3$. With $L$ and $S$ in units of $\hbar$, the spin-orbit coupling, as a frequency, is $h=\tfrac23\omega_{FS}\,\mathbf L\cdot\mathbf S$. Since $\mathbf L\cdot\mathbf S$ equals $1/2$ for $J=3/2$ and $-1$ for $J=1/2$, the levels lie at $+\omega_{FS}/3$ and $-2\omega_{FS}/3$, as they should. The response of the excited level sums over the time $\tau$ since absorption:

$$-i\int_0^\infty d\tau\,e^{i\Delta\tau}e^{-ih\tau}=\frac{1}{\Delta-h}=\frac1\Delta+\frac{h}{\Delta^2}+\dots$$

A weak damping makes the integral converge. The phase $e^{i\Delta\tau}$ cancels contributions from times much longer than $1/|\Delta|$, so the virtual excitation effectively lasts about that long. In that time the coupling turns the spin by an angle of order $\omega_{FS}/|\Delta|$. The term $1/\Delta$ contains no spin operator. The first term able to flip a spin is the product of the usual amplitude $1/\Delta$ and this small angle, which gives the second power.

The same fact can be told as interference. Far away, D1 and D2 have nearly equal denominators, and their flip amplitudes must cancel because together they form the complete P level, in which the light sees no spin.

## The formula for the flip rate

Take two beams of equal amplitude $E_0$ with polarizations $\mathbf e_a,\mathbf e_b$ and nearly equal frequencies:

$$\mathbf E=\mathrm{Re}\,E_0\left(\mathbf e_a e^{-i\omega_a t}+\mathbf e_b e^{-i\omega_b t}\right),\qquad g=\frac{DE_0}{\hbar}.$$

In the rotating-wave approximation the upward coupling of one beam is $V=-\tfrac12\hbar g\sum_j e_j|j\rangle\langle s|$. For $g,\gamma\ll|\Delta_J|$, where $\gamma$ is the decay rate of the P level, the excited amplitude follows the ground amplitude as $c_J=P_JVc_g/(\hbar\Delta_J)$, with $P_J$ the projector on line $J$. Inserting this into the ground-state equation gives an effective Hamiltonian. Its part for absorbing from $a$ and emitting into $b$ is

$$\frac{\hbar g^2}{4}M_{ba}\,e^{-i(\omega_a-\omega_b)t}+\text{h.c.},\qquad M_{ba}=\sum_{ij}e^*_{b,i}\left[\sum_J\frac{\langle i|P_J|j\rangle}{\Delta_J}\right]e_{a,j}.$$

Here $\langle i|P_J|j\rangle$ is still an operator on the spin. Splittings within each excited line are neglected.

The projectors follow from the two eigenvalues of $\mathbf L\cdot\mathbf S$. Each expression below is one on its own line and zero on the other:

$$P_{3/2}=\tfrac23(1+\mathbf L\cdot\mathbf S),\qquad P_{1/2}=\tfrac13(1-2\mathbf L\cdot\mathbf S).$$

With $\langle i|L_k|j\rangle=-i\epsilon_{ijk}$ and $\mathbf S=\boldsymbol\sigma/2$,

$$\langle i|P_{1/2}|j\rangle=\tfrac13\delta_{ij}+\tfrac i3\epsilon_{ijk}\sigma_k,\qquad
\langle i|P_{3/2}|j\rangle=\tfrac23\delta_{ij}-\tfrac i3\epsilon_{ijk}\sigma_k,$$

summed over $k$. The spin-dependent parts are equal and opposite. For absorption of $z$ light and emission of $x$ light, the amplitudes for $\uparrow\,\to\,\downarrow$ are $+1/3$ through D1 and $-1/3$ through D2, which an independent calculation with Clebsch-Gordan coefficients confirms.

Since $\sum_{ij}\epsilon_{ijk}e^*_{b,i}e_{a,j}=(\mathbf e_b^*\times\mathbf e_a)_k$,

$$M_{ba}=A\,\mathbf e_b^*\cdot\mathbf e_a+iB\,(\mathbf e_b^*\times\mathbf e_a)\cdot\boldsymbol\sigma,$$

$$A=\frac13\left(\frac1{\Delta_1}+\frac2{\Delta_2}\right),\qquad
B=\frac13\left(\frac1{\Delta_1}-\frac1{\Delta_2}\right)=\frac{\Delta_2-\Delta_1}{3\Delta_1\Delta_2}=-\frac{\omega_{FS}}{3\Delta_1\Delta_2}.$$

Let beam $a$ be polarized along the quantization axis $z$ and beam $b$ along $x$. Then $\mathbf e_b\times\mathbf e_a=-\mathbf y$ and $M_{ba}=-iB\sigma_y$, whose flip elements have magnitude $|B|$. The difference $\omega_a-\omega_b$ is set to the ground-state splitting, so one of the two flip elements of $M_{ba}$ is resonant. The other is off resonance by twice the splitting and is dropped, which requires a flip rate much smaller than the splitting. A resonant coupling is conventionally $\hbar\Omega_R/2$, hence

$$\Omega_R=\frac{g^2}{2}|B|=\frac{g^2\omega_{FS}}{6|\Delta_1\Delta_2|}\;\longrightarrow\;\frac{g^2\omega_{FS}}{6\Delta^2}\qquad(|\Delta|\gg\omega_{FS}).$$

In the opposite limit, $|\Delta_1|\ll\omega_{FS}$, one has $|\Delta_2|\approx\omega_{FS}$ and $\Omega_R\to g^2/(6|\Delta_1|)$. A single resolved line gives the ordinary first power; the second power appears when the second line begins to cancel the first.

The cancellation relies on pure LS coupling with equal radial elements. If the D1 strength is multiplied by $1+\eta$, the flip amplitude becomes

$$\frac13\left(\frac{1+\eta}{\Delta_1}-\frac1{\Delta_2}\right)=-\frac{\omega_{FS}}{3\Delta_1\Delta_2}+\frac{\eta}{3\Delta_1},$$

and the first power returns once $|\Delta|\gg\omega_{FS}/|\eta|$. Near $|\Delta|=\omega_{FS}/|\eta|$ the two terms are about equally large, and on one side of the lines, set by the sign of $\eta$, they cancel. Moving from $\Delta_1=-1000\,\omega_{FS}$ to $-10\,000\,\omega_{FS}$ lowers the flip amplitude by a factor of 99.9 with LS strengths, but by only 10.45 when $\eta=0.02$. These extreme detunings isolate the algebra; they are not operating points for a real atom.

## The formula for scattered photons

One linear beam with polarization $\mathbf n$ puts the atom into an excited state whose orbital component $i$ is $(g/2)$ times a spin operator. By the formula for $M$, that operator is $A$ for the component along $\mathbf n$, and $iB(\mathbf i\times\mathbf n)\cdot\boldsymbol\sigma$ for each of the two perpendicular components. A Pauli matrix squares to one, so the excited population is $(g^2/4)(A^2+2B^2)$, for any spin state. Multiplication by $\gamma$ gives the scattering rate per beam. Written out,

$$A^2+2B^2=\frac19\left[\left(\frac1{\Delta_1}+\frac2{\Delta_2}\right)^2+2\left(\frac1{\Delta_1}-\frac1{\Delta_2}\right)^2\right]=\frac13\left(\frac1{\Delta_1^2}+\frac2{\Delta_2^2}\right),$$

because the cross terms $+4/(\Delta_1\Delta_2)$ and $-4/(\Delta_1\Delta_2)$ cancel.

With both beams on, their excited amplitudes also interfere. That term has the form of $M_{ba}$ with $1/\Delta_J^2$ in place of $1/\Delta_J$. For perpendicular polarizations only the cross product survives, so it is proportional to the spin component along the drive axis. A spin starting in $\uparrow$ or $\downarrow$ turns in the plane perpendicular to that axis, with the axis taken in the frame that rotates at the ground splitting, so the interference term averages to zero over each beat period. It does not vanish at every instant: it oscillates at twice the splitting, reaching about a quarter of the excited population at $\Delta_1=-\omega_{FS}$, but this oscillation drops out of the photon count when the flip rate is much smaller than the splitting.

A full flip takes $\pi/\Omega_R$. The number of photons scattered by the two beams is

$$N=2\gamma\frac{g^2}{4}\cdot\frac13\left(\frac1{\Delta_1^2}+\frac2{\Delta_2^2}\right)\cdot\frac{6\pi|\Delta_1\Delta_2|}{g^2\omega_{FS}}
=\frac{\pi\gamma}{\omega_{FS}}\left(\left|\frac{\Delta_2}{\Delta_1}\right|+2\left|\frac{\Delta_1}{\Delta_2}\right|\right).$$

The intensity has dropped out: stronger beams scatter faster but finish the flip sooner. Unequal beams do worse, since $g^2$ in the rate becomes $(g_a^2+g_b^2)/2$ while $g^2$ in $\Omega_R$ becomes $g_ag_b$, which is smaller.

Put $x=|\Delta_2/\Delta_1|$. Then

$$x+\frac2x=\left(\sqrt x-\sqrt{2/x}\right)^2+2\sqrt2\;\ge\;2\sqrt2,$$

with equality at $x=\sqrt2$. Within this model and for these polarizations the photon number has a floor,

$$N\ge\frac{2\sqrt2\,\pi\gamma}{\omega_{FS}}.$$

On the red side $|\Delta_2|=|\Delta_1|+\omega_{FS}$, so the floor is reached at $\Delta_1=-\omega_{FS}/(\sqrt2-1)=-2.414\,\omega_{FS}$. Between the lines $|\Delta_2|=\omega_{FS}-\Delta_1$, which gives $\Delta_1=\omega_{FS}/(1+\sqrt2)=0.414\,\omega_{FS}$. On the blue side $x<1$ and the sum stays above 3. Far from both lines $x\to1$ and $N\to3\pi\gamma/\omega_{FS}$, about 6% above the floor. The reason for the plateau is now visible: the flip rate and the scattering rate both fall as $1/\Delta^2$, and extra detuning no longer improves their ratio.

The constant belongs to the chosen polarizations. Linear $x$ light is an equal superposition of two circular polarizations, of which one serves the resonant flip. Using that one alone raises $\Omega_R$ by $\sqrt2$. The scattering rate then gains a part proportional to $\sigma_z$, which averages to zero over a full flip if the spin-dependent light shift is compensated. The photon number therefore falls by $\sqrt2$, and the scaling $\gamma/\omega_{FS}$ remains.

## Which photons damage the spin

Each scattered photon gives the atom a recoil, so the floor matters wherever the motion must stay undisturbed. It is not a floor for spin errors. When the photon is not observed, emissions from the three orbital components act as independent channels. Emission from the component along $\mathbf n$ applies $A$ times the identity, and the spin survives, even in a superposition. This assumes a ground splitting $\delta$ small beside $\omega_{FS}$ and $|\Delta_J|$. If the excited level does not share the splitting, $\uparrow$ and $\downarrow$ see slightly different values of $A$, and this channel dephases them; far from the lines it adds a fraction of about $9\delta^2/(8\omega_{FS}^2)$ to the damage rate found below, some 10% at $\delta=0.3\,\omega_{FS}$. The two perpendicular components apply Pauli operators of weight $B$, and these can damage it. For $z$ light they are $\sigma_x$ and $\sigma_y$; for $x$ light they are $\sigma_y$ and $\sigma_z$.

With both beams on, one channel can contain the identity part $\alpha$ from one beam and a Pauli part $X$ from the other. For a jump operator $K=\alpha+X$, expanding the products gives

$$K\rho K^\dagger-\tfrac12\{K^\dagger K,\rho\}=X\rho X^\dagger-\tfrac12\{X^\dagger X,\rho\}+\tfrac12[\alpha^*X-\alpha X^\dagger,\rho].$$

The commutator is a coherent rotation. In a single channel it is smaller than the intended one by a factor of order $\gamma/|\Delta|$, and for these polarizations the rotations from the $x$ and $z$ channels cancel. The random damage comes from $X$ alone. In the $y$ channel both beams contribute Pauli parts, but their interference changes the rate only in proportion to the spin component along the drive axis, which again averages to zero over a beat period during the flip. The damage rate for two beams is $2\gamma(g^2/4)\,2B^2=\gamma g^2B^2$, so the probability of a damaging photon during a flip is

$$P_{spin}=\gamma g^2B^2\,\frac{2\pi}{g^2|B|}=2\pi\gamma|B|=\frac{2\pi}{3}\frac{\gamma\,\omega_{FS}}{|\Delta_1\Delta_2|}.$$

This is an upper bound on the chance that such a photon spoils a flip starting in $\uparrow$ or $\downarrow$, because not every one does harm: $\sigma_z$, for example, leaves $\uparrow$ as it is. To lowest order in $g$, $P_{spin}$ falls as $1/\Delta^2$ without a floor. The cancellation that weakens the flip amplitude weakens the damaging amplitude equally; the flip rate contains $|B|$ once, the damage contains it squared. Substituting $|B|=2\Omega_R/g^2$ gives

$$P_{spin}=\frac{4\pi\gamma\,\Omega_R}{g^2}.$$

At a fixed flip rate, spin errors are reduced in proportion to the laser intensity spent. This needs $g\ll\omega_{FS}$. Since a fixed flip rate requires $g$ to grow with $|\Delta|$, the gain ends at some detuning: higher-order excitation leaves a real population of order $(g/2\Delta)^4$, whose decay does not share the cancellation, and it must stay small beside $g^2B^2\sim g^2\omega_{FS}^2/(9\Delta^4)$.

These rates were tested against dynamics of all eight states, with $\Delta_1=-400$ and $\Delta_2=-500$ in units of the ground splitting. At $g=10$ and $\gamma=0.05$ the flip rate was 0.008311 against 0.008333 from the formula, and the photon number 0.004475 against 0.004477. A master equation with both beams, at $g=2$ and $\gamma=1$, gave a damage rate of $1.107\times10^{-7}$ against $1.111\times10^{-7}$, or 0.4% less. A difference of this size is expected: beam $b$ lies one unit further to the red, which lowers its $B^2$ by about $2(1/400+1/500)=0.9\%$, hence the two-beam mean by half of that. By the formulas, this case has about 85 scattered photons for each one that damages the spin.

## The numbers

Take round model parameters: D1 frequency 400 THz, $\omega_{FS}/2\pi=1$ THz, $\gamma/2\pi=6$ MHz and $\Omega_R/2\pi=100$ kHz. A flip lasts $\pi/\Omega_R=5$ µs. The common factor in the photon number is

$$\frac{\pi\gamma}{\omega_{FS}}=\pi\,\frac{6\times10^6}{10^{12}}=1.885\times10^{-5},$$

so the floor is $2\sqrt2$ times this, $5.33\times10^{-5}$ photons per flip, or about one photon in 19 000 flips.

At $\Delta_1/2\pi=-10$ THz, $\Delta_2/2\pi=-11$ THz and

$$N=1.885\times10^{-5}\left(\frac{11}{10}+\frac{20}{11}\right)=5.50\times10^{-5},$$

$$P_{spin}=\frac{2\pi}{3}\,\frac{(6\times10^6)(10^{12})}{(10\times10^{12})(11\times10^{12})}=1.14\times10^{-7}.$$

The required coupling follows from $g^2=6|\Delta_1\Delta_2|\Omega_R/\omega_{FS}$:

$$\frac{g}{2\pi}=\sqrt{6\,(110\times10^{24})\,\frac{10^5}{10^{12}}}\ \text{Hz}=8.12\ \text{GHz},$$

well below the splitting, as required.

To turn $g$ into intensity one needs $D$. The golden rule for a dipole along $z$, integrated over emission directions, gives

$$\gamma=\frac{\omega_1^3D^2}{8\pi^2\epsilon_0\hbar c^3}\int\sin^2\theta\,d\Omega=\frac{\omega_1^3D^2}{3\pi\epsilon_0\hbar c^3},$$

since the angular integral is $8\pi/3$. The same $\gamma$ is used for both lines. This yields $D=2.373\times10^{-29}$ C m, and the intensity per beam is $I=\tfrac12\epsilon_0c(\hbar g/D)^2$.

| $\Delta_1/2\pi$ (THz) | $I$ (W/m²) | $N$ | $P_{spin}$ |
|---|---|---|---|
| −1 | $1.24\times10^6$ | $5.65\times10^{-5}$ | $6.28\times10^{-6}$ |
| −2.414 | $5.12\times10^6$ | $5.33\times10^{-5}$ | $1.52\times10^{-6}$ |
| −5 | $1.86\times10^7$ | $5.40\times10^{-5}$ | $4.19\times10^{-7}$ |
| −10 | $6.83\times10^7$ | $5.50\times10^{-5}$ | $1.14\times10^{-7}$ |

From the first row to the last, $|\Delta_1\Delta_2|$ grows from 2 to 110 THz², a factor of 55. The intensity rises and the spin error falls by that factor, while the photon number varies by only 6%. The first row equals the far limit because $x=2$ and $x=1$ both give $x+2/x=3$.

## Where the photon floor gives way

The floor rests on the rotating-wave approximation. Far to the red the atom can also emit first and absorb afterwards. This adds terms with denominator $-(\omega+\omega_J)$ and with $i,j$ exchanged, which reverses the sign of the spin part. For $|\Delta|\gg\omega_{FS}$, with $\omega_0$ the common line frequency,

$$A\to\frac1{\omega-\omega_0}-\frac1{\omega+\omega_0}=\frac{2\omega_0}{\omega^2-\omega_0^2}.$$

In $B$ each line contributes instead the sum $1/(\omega-\omega_J)+1/(\omega+\omega_J)=2\omega/(\omega^2-\omega_J^2)$. The difference between the lines is $-\omega_{FS}$ times the derivative with respect to $\omega_0$:

$$B\to-\frac{\omega_{FS}}3\,\frac{4\omega\omega_0}{(\omega^2-\omega_0^2)^2}.$$

The scattered light has the laser frequency, so $\gamma$ is replaced by $\gamma(\omega/\omega_0)^3$. Neglecting $2B^2$ beside $A^2$, the photon number is $\pi\gamma A^2/|B|$ with this replacement:

$$N\to\pi\gamma\left(\frac{\omega}{\omega_0}\right)^3\frac{3\omega_0}{\omega\,\omega_{FS}}=\frac{3\pi\gamma}{\omega_{FS}}\left(\frac{\omega}{\omega_0}\right)^2.$$

The plateau slowly sinks for red light. In the last row of the table the full expression gives 0.952 of the rotating-wave photon number, against $(390/400)^2=0.951$ from the far-limit law. The corrected value, $5.24\times10^{-5}$, already lies slightly below the rotating-wave floor. That floor is thus a statement about detunings small compared with the optical frequency, and at still larger detunings the neglected atomic levels must be included as well. The numerical output below gives the values used here.

## Values computed for the example and the checks

```
D1 flip weight: 0.333333  D2: -0.333333
first-order spin-orbit / exact flip amplitude: 0.99967
flip drop for 10x detuning, LS strengths: 99.91
same, D1 strength raised 2 percent: 10.45
circular/linear flip-rate gain: 1.4142
Dynamics test, frequencies in units of the ground splitting:
 d1 = -400, d2 = -500, g = 10, gamma = 0.05
 flip rate: dynamics 0.008311, formula 0.008333
 photons/flip: dyn. 0.004475, formula 0.004477
Master equation, same d1, d2; g = 2, gamma = 1:
 spin-jump rate: 1.1067e-07, formula 1.1111e-07
 photons per spin jump (formula): 85.5
best red d1/w_fs: -2.4142, between lines: 0.4142
least N*w_fs/gamma: 8.8858, far limit: 9.4248
Worked example:
 D1 frequency: 400 THz
 fine-structure splitting/2pi: 1 THz
 gamma/2pi: 6 MHz
 flip rate/2pi: 100 kHz
 pi-pulse time: 5.000 microseconds
 dipole element D: 2.3729e-29 C m
 photon floor per flip: 5.3315e-05
 far limit per flip: 5.6549e-05
 d1/2pi = -1.000 THz:
  g/2pi = 1.0954 GHz
  intensity per beam = 1.2418e+06 W/m^2
  photons per flip = 5.6549e-05
  spin-error probability = 6.2832e-06
 d1/2pi = -2.414 THz:
  g/2pi = 2.2239 GHz
  intensity per beam = 5.1180e+06 W/m^2
  photons per flip = 5.3315e-05
  spin-error probability = 1.5246e-06
 d1/2pi = -5.000 THz:
  g/2pi = 4.2426 GHz
  intensity per beam = 1.8627e+07 W/m^2
  photons per flip = 5.4035e-05
  spin-error probability = 4.1888e-07
 d1/2pi = -10.000 THz:
  g/2pi = 8.1240 GHz
  intensity per beam = 6.8301e+07 W/m^2
  photons per flip = 5.5006e-05
  spin-error probability = 1.1424e-07
 full/rotating-wave photons at last detuning: 0.9521
 (laser/D1 frequency)^2 there: 0.9506
```
